\section*{Allen's resistivity formula as a variational bound, and the transport coupling constant, part 2}

Allen's formula $\rho_A$ for the phonon resistivity of a metal is compared with the Boltzmann resistivity $\rho$. Units: $\hbar=m=e=k_B=1$, Gaussian. Energies $\varepsilon_k$ start at the chemical potential; $v_k=\partial\varepsilon_k/\partial k_x$; sums are per spin and cell (volume $V$), as is the density of states $N_F$. $f$ and $n$ are Fermi and Bose functions, $w=-\partial f/\partial\varepsilon$, $y=\Omega/2T$, $u=\varepsilon/2T$.

A1: linearised Boltzmann equation, $k_F\ell\gg1$ ($\ell$ mean free path), $x$ a principal axis. A2: single equilibrium phonons $\omega=\omega_{k'-k,\nu}$, with rate
\[W_{kk'}=2\pi\sum_\nu|g^\nu_{kk'}|^2\big[n\,\delta(\varepsilon_{k'}-\varepsilon_k-\omega)+(n+1)\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega)\big].\]
A3: velocities, densities of states and $g$ vary on a scale $E_F\gg T,\Omega$. A4: bands, phonons and $g$ are independent of $T$.

With $P_{kk'}=W_{kk'}f_k(1-f_{k'})$, $J[\chi]=\sum_kv_kw_k\chi_k$ and $\rho=V/2J[\phi]$,
\begin{equation}\label{bte}
v_kw_k=\frac1T\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}),
\end{equation}
Lemma 2 (equality for $\chi\propto\phi$):
\begin{equation}\label{var}
\rho\le\frac{V\,Q[\chi]}{2J[\chi]^2},\qquad Q[\chi]=\frac1{2T}\sum_{kk'}P_{kk'}(\chi_k-\chi_{k'})^2,
\end{equation}
Lemma 3: $J[v]=V\omega_p^2/8\pi$, where $\omega_p^2=8\pi N_F\langle v_x^2\rangle/V$ and $N_F\langle v_x^2\rangle=\sum_kv_k^2\delta(\varepsilon_k)$. Define
\[\alpha_{\rm tr}^2F(\Omega)=\frac{1}{N_F\langle v_x^2\rangle}\sum_{kk'\nu}|g^\nu_{kk'}|^2\,\tfrac12(v_k-v_{k'})^2\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(\Omega-\omega),\]
$\lambda_{\rm tr}=2\int_0^\infty\frac{d\Omega}{\Omega}\,\alpha_{\rm tr}^2F(\Omega)$; $\lambda_{\rm out}$ has $v_k^2$ for $\frac12(v_k-v_{k'})^2$.

Theorem (A1--A3): $\rho\le\rho_A=4\pi/\omega_p^2\tau$, with
\begin{equation}\label{rate}
\frac{Q[v]}{J[v]}=\frac{4\pi}{T}\int d\Omega\,\alpha_{\rm tr}^2F\,\Omega\,n(n+1)=4\pi T\int\frac{d\Omega}{\Omega}\,\alpha_{\rm tr}^2F\,\frac{\Omega^2/4T^2}{\sinh^2y}=\frac1\tau.
\end{equation}
With $A=8\pi^2\lambda_{\rm tr}/\omega_p^2$ and $\langle\Omega^m\rangle=(2/\lambda_{\rm tr})\int d\Omega\,\alpha_{\rm tr}^2F\,\Omega^{m-1}$,
\begin{align}
\frac{\rho_A}{AT}&=1-\frac{\langle\Omega^2\rangle}{12T^2}+\frac{\langle\Omega^4\rangle}{240T^4}-\dots,\label{fr}\\
\frac1A\frac{d\rho_A}{dT}&=1+\frac{\langle\Omega^2\rangle}{12T^2}-\frac{\langle\Omega^4\rangle}{80T^4}+\dots\label{fs}
\end{align}
For one mode the slope factor is $(y/\sinh y)^2(2y\coth y-1)$. From SI units,
\begin{equation}\label{C}
\lambda_{\rm tr}=C\Big(\frac{\hbar\omega_p}{\rm eV}\Big)^2\frac{d\rho/dT}{\mu\Omega\,{\rm cm/K}},\qquad C=\frac{10^{-8}\epsilon_0e^2}{2\pi\hbar k_B}=0.2484 .
\end{equation}

If the collision operator $\chi_k\mapsto T^{-1}\sum_{k'}P_{kk'}(\chi_k-\chi_{k'})$ multiplies both $v$ and $\phi$ by the same $w_k/\tau_k$, then
\begin{equation}\label{diag}
\rho_A/\rho=\langle\tau\rangle\langle1/\tau\rangle=1+\langle r^2\rangle+O(r^3),
\end{equation}
with averages weighted by $v^2w$ and $\tau_k=\langle\tau\rangle(1+r_k)$.

Lemma 5 treats the first section's model (the Einstein example): spherical Fermi surface, one frequency $\Omega$, momentum-independent $g$, constant $N_F$ and $\langle v_x^2\rangle$, $\lambda=2N_F|g|^2/\Omega$. For $T\gg\Omega$ its collisions are nearly elastic and $2n+1\to2T/\Omega$. At any $T$,
\begin{equation}\label{te}
\frac{1}{\pi\lambda\Omega\,\tau(\varepsilon)}=2n+1+f(\varepsilon+\Omega)-f(\varepsilon-\Omega),
\end{equation}
so $\pi\lambda\Omega\tau=\tanh y\,(1+\sinh^2y\,{\rm sech}^2u)$, and
\begin{equation}\label{ein}
\frac{\rho_A}{\rho}=\frac{2y}{\sinh2y}+\frac{2y}{3}\tanh y .
\end{equation}

At small $y$ the terms are $1-\frac23y^2+\frac{14}{45}y^4$ and $\frac23y^2-\frac29y^4$, with sum $1+\frac4{45}y^4=1+\Omega^4/180T^4$. In this model the $T^{-2}$ term of \eqref{fr} therefore holds for $\rho$ itself, while the $T^{-4}$ term is changed. At large $y$ the ratio grows as $2y/3$: $w\tau\propto{\rm sech}^4u$ confines $\langle\tau\rangle$ to $|\varepsilon|\lesssim T$, while $w/\tau\propto1/(\cosh^2u+\sinh^2y)$ is nearly constant for $|u|<y$, so $\langle1/\tau\rangle$ collects equal contributions from the whole window $|\varepsilon|<\Omega$, whose width in $u$ is $2y$. For $\Omega=0.025$ eV, $\lambda=0.5$, $T=\Omega/4$, Allen's rate is $0.00597$ eV and the Boltzmann rate $1/\langle\tau\rangle$ is $0.00417$ eV, a ratio of $1.43$.

\paragraph{Lemma 6 (angular dependence).} For $T\gg\Omega$, $\rho=8\pi^2\lambda_{\rm eff}T/\omega_p^2$ with $\lambda_{\rm eff}\le\lambda_{\rm tr}$, and equality holds if $v$ is an eigenfunction of the operator in \eqref{ang}.

\emph{Proof.} As in the first section, $P_{kk'}\to2\pi T\,K_{kk'}f_k(1-f_k)\delta(\varepsilon_k-\varepsilon_{k'})$ with $K=2\sum_\nu|g|^2/\omega$. Dividing \eqref{bte} by $w_k$ and writing $\phi=\tilde\phi/2\pi T$,
\begin{equation}\label{ang}
v_k=\sum_{k'}K_{kk'}\delta(\varepsilon_{k'})(\tilde\phi_k-\tilde\phi_{k'}),\qquad
\lambda_{\rm eff}=\frac{\sum v_k^2\delta(\varepsilon_k)}{\sum v_k\tilde\phi_k\delta(\varepsilon_k)},
\end{equation}
the second relation following from $\rho=V/2J[\phi]$. The inequality is the theorem, and $\tilde\phi\propto v$ gives equality by Lemma 2.

For $K=h_kh_{k'}$ with $h$ even, the in term vanishes, $\tilde\phi_k=v_k/\lambda_k$ with $\lambda_k=\sum_{k'}K\delta(\varepsilon_{k'})$, and \eqref{diag} applies: $\lambda_{\rm tr}=\langle\lambda_k\rangle$ is the arithmetic and $\lambda_{\rm eff}=1/\langle\lambda_k^{-1}\rangle$ the harmonic mean. This gap survives as $\Omega/T\to0$. On the square lattice $\varepsilon=-2t(\cos k_x+\cos k_y)$ at chemical potential $-0.5t$, three kernels were scaled to a Fermi-line average $\lambda=0.5$. A constant $K$ gives $\lambda_{\rm tr}=\lambda_{\rm eff}=0.5$. The separable one with $h=1+0.8\cos4\theta$, $\theta$ the polar angle of $k$, gives $0.386$ and $0.233$. The forward-peaked $K\propto1/[1+2(2-\cos q_x-\cos q_y)]$ gives $0.3202$ and $0.3195$, against $\lambda_{\rm out}=0.489$.

\paragraph{Remark on impurities.} Elastic impurity scattering adds a symmetric term to $P$, so $Q=Q_1+Q_2$ and $\rho_A$ is additive with an unchanged slope. The true $\rho$ is the minimum of \eqref{var}, and the minimum of a sum is at least the sum of the minima, so $\rho_1+\rho_2\le\rho\le\rho_A$. In the Einstein example an impurity rate of $0.005$ eV gives $0.00917<0.00967<0.01097$ eV.

\paragraph{Lemma 7 (no mass factor).} For the model of Lemma 5, the Kubo conductivity with the Migdal self-energy equals the Boltzmann one built on the band $\omega_p$.

\emph{Proof.} The ladder vertex correction sums an odd velocity against a constant coupling and vanishes. The bubble is $\sigma=(\omega_p^2/4\pi)\,\pi\int d\varepsilon\,w\int d\xi\,\mathcal A(\xi,\varepsilon)^2$, where $\xi$ is the band energy and $\mathcal A=(\Gamma/\pi)/[(\varepsilon-\xi-{\rm Re}\Sigma)^2+\Gamma^2]$, $\Gamma=|{\rm Im}\Sigma(\varepsilon)|$. The substitution $\xi=\varepsilon-{\rm Re}\Sigma+\Gamma\tan\vartheta$ gives $\int\mathcal A^2d\xi=(\pi^2\Gamma)^{-1}\int\cos^2\vartheta\,d\vartheta=1/2\pi\Gamma$, in which ${\rm Re}\Sigma$ does not appear. For constant $N_F$ the Migdal self-energy is $\Sigma=N_F|g|^2\int d\xi\,\big[\frac{n+1-f(\xi)}{\varepsilon-\Omega-\xi+i0}+\frac{n+f(\xi)}{\varepsilon+\Omega-\xi+i0}\big]$, unchanged by dressing the internal line because $\int d\xi\,\mathcal A=1$ at every energy. Write the numerators as $n+\frac12\pm(\frac12-f)$. The constant parts give $-i\pi(2n+1)$. The integral $\int d\xi\,(\frac12-f)/(z-\xi)$ grows logarithmically with the band width, so cut it off at $|\xi|=\Lambda\gg T,|z|$. It is analytic for ${\rm Im}\,z>0$ with imaginary part $-\frac\pi2\tanh(z/2T)$ on the real axis inside the band, as is $\psi(\frac12-iz/2\pi T)$. For large $\Lambda$ the two differ by the real constant $-\ln(\Lambda/2\pi T)$, which does not depend on $z$ and cancels between the terms. Hence
\begin{equation}
\Sigma=\frac{\lambda\Omega}2\Big[-i\pi(2n+1)+\psi\Big(\frac12+i\frac{\Omega-\varepsilon}{2\pi T}\Big)-\psi\Big(\frac12-i\frac{\Omega+\varepsilon}{2\pi T}\Big)\Big],
\end{equation}
with $\psi$ the digamma function. From ${\rm Im}\,\psi(\frac12+ix)=\frac\pi2\tanh\pi x$, $2\Gamma=\pi\lambda\Omega\{2n+1-\frac12[\tanh(u+y)-\tanh(u-y)]\}$, which is $1/\tau(\varepsilon)$ of \eqref{te}. Hence $\sigma=\omega_p^2\langle\tau\rangle/4\pi$.

For the Einstein example at $T=\Omega/4$, direct integration over $\xi$, with a free-electron weight $(1+\xi/E_F)^{3/2}$ and the $E_F=5.743$ eV of the next section, gives the rate $0.00417$ eV while the mass factor $1-\partial{\rm Re}\Sigma/\partial\varepsilon$ is $1.60$. In this model the $\omega_p$ of \eqref{C} is thus the band value of Lemma 3; the proof given here covers only a momentum-independent coupling with constant $N_F$. Since $\lambda_{\rm tr}\propto\omega_p^2$, inserting $\omega_p^2/(1+\lambda)$, or a screened $\omega_p^2/\epsilon_\infty$, lowers the result by that factor.

\section{Worked example: free electrons and a Debye branch}

The model has one electron per cell of $16$ \AA$^3$, one longitudinal branch $\omega=cq$ up to $q_D$ with $\Omega_D=0.025$ eV, mass $M=60$ u, normal processes, and $|g|^2=D^2q^2/2M\omega=D^2q/2Mc$ with $D=6$ eV. Then $k_F=(3\pi^2/V)^{1/3}=1.2277$ \AA$^{-1}$, $q_D=(6\pi^2/V)^{1/3}=1.5468$ \AA$^{-1}$, $E_F=5.743$ eV, $N_F=3/4E_F=0.1306$ eV$^{-1}$, $Mc^2=3.749$ eV and $\hbar\omega_p=9.283$ eV.

On the sphere $q^2=2k_F^2(1-\mu)$, with $\mu$ the cosine of the scattering angle, so $\sum_{k'}\delta(\varepsilon_{k'})\to N_F\int q\,dq/2k_F^2$. The orientation average of $\frac12(v_k-v_{k'})^2$ is $q^2/6$ and $\langle v_x^2\rangle=k_F^2/3$, so the transport weight is $q^2/2k_F^2=1-\mu$. Without the weight, at $q=\Omega/c$,
\begin{equation}
\alpha^2F=N_F\frac{q}{2k_F^2}\frac{D^2q}{2Mc}\frac1c=\lambda\frac{\Omega^2}{\Omega_D^2},\qquad\lambda=\frac{N_FD^2q_D^2}{4Mc^2k_F^2},
\end{equation}
where $\lambda=2\int\alpha^2F\,d\Omega/\Omega$. With it, $\alpha_{\rm tr}^2F=(\lambda q_D^2/2k_F^2)(\Omega/\Omega_D)^4=2\lambda_{\rm tr}(\Omega/\Omega_D)^4$, so
\begin{align}
\lambda&=\frac{0.1306\times36}{4\times3.749}\Big(\frac{1.5468}{1.2277}\Big)^2=0.4976,\\
\lambda_{\rm tr}&=\lambda\,q_D^2/4k_F^2=0.4976\times0.3969=0.1975 .
\end{align}
The moments are $\frac23\Omega_D^2=4.167\times10^{-4}$ eV$^2$ and $\frac12\Omega_D^4=1.953\times10^{-7}$ eV$^4$.

At 300 K, $k_BT=0.02585$ eV. The limit is $2\pi\times0.1975\times0.02585=0.03208$ eV, factor \eqref{fr} is $1-0.05195+0.00182=0.9499$, and $\hbar/\tau=0.03047$ eV ($\tau=21.6$ fs). The mean free path is $307$ \AA\ and $k_F\ell=377$, as A1 needs. The asymptotic slope is $A=0.1975/(0.2484\times9.283^2)=9.224\times10^{-3}\,\mu\Omega\,$cm/K.

The reference is \eqref{bte} solved on an energy grid with $\phi=\chi(\varepsilon)\cos\theta$, exact kinematics $\mu=(k^2+k'^2-q^2)/2kk'$ and fixed density. It keeps A1, A2 and A4 and leaves out umklapp, transverse modes and phonon drag, so it is no substitute for a measurement. Its values stand in the numerical output. Write $d=1-\rho/\rho_A$ for the deficit. It is positive at all eight temperatures, from 5 to 1200 K.

At low $T$, $n(n+1)=\sum_mm\,e^{-mx}$ with $x=\Omega/T$ gives $\int_0^\infty x^5n(n+1)\,dx=120\zeta(5)=124.43$, and \eqref{rate} becomes $1/\tau=960\pi\zeta(5)\lambda_{\rm tr}T^5/\Omega_D^4$. The angular average of $(\phi_k-\phi_{k'})^2$ is $\frac13[(\chi-\chi')^2+2(1-\mu)\chi\chi']$, with $1-\mu\propto q^2\propto T^2$ for thermal phonons. Adding $\eta(\varepsilon)$ to a constant $\chi$ costs $O(\eta^2)$ in the first term and gains $O((1-\mu)\eta)$ in the second. The optimal gain is $O((1-\mu)^2)$ against $Q=O(1-\mu)$, so $d\propto T^2$. The computed $d$ is $0.35\%$ at 5 K and $1.4\%$ at 10 K, a ratio of $0.251$.

At high $T$ the finite $E_F$ enters. Elastic scattering at wave number $k$ has transport rate $\propto N(\varepsilon)\int_0^{q_D}(q\,dq/2k^2)(q^2/2k^2)\propto k^{-3}$, because $N\propto k$ and $|g|^2/\omega$ is constant. So $r=\frac32\varepsilon/E_F$, and with $\langle\varepsilon^2\rangle=\pi^2T^2/3$, \eqref{diag} gives $d=\frac34\pi^2(T/E_F)^2$. This is $2.40\times10^{-3}$ at 1200 K against a computed $2.36\times10^{-3}$. Between the limits the deficit is sizable even on this sphere: $9.5\%$ at 30 K and $6.6\%$ at 75 K, about a tenth and a quarter of the Debye temperature of 290 K. No closed form is derived here for these values. It falls to $0.17\%$ at 300 K.

Treat the Boltzmann solution at 300 K as data: $\rho=2.624\,\mu\Omega\,$cm and $d\rho/dT=9.686\times10^{-3}\,\mu\Omega\,$cm/K. Then
\begin{align}
\lambda_{\rm slope}&=0.2484\times9.283^2\times9.686\times10^{-3}=0.2074,\\
\lambda_{\rho/T}&=0.2484\times9.283^2\times2.624/300=0.1872,
\end{align}
which are $+5.0\%$ and $-5.2\%$ relative to $\lambda_{\rm tr}$. Their mean is $0.1973$. Factor \eqref{fs} is $1+0.05195-3\times0.00182=1.0465$, and dividing by it gives $0.1982$, or $+0.35\%$. Most of this remainder is the step from Allen's slope, $9.655\times10^{-3}$, to the Boltzmann one: $\rho'=\rho_A'(1-d)-\rho_Ad'$, and $d$ falls with $T$ in this range. A bound on $\rho$ is therefore no bound on its slope. The tangent at 300 K meets $T=0$ at $-0.28\,\mu\Omega\,$cm, with the sign of the leading term $-A\langle\Omega^2\rangle/6T$ of $\rho_A-T\rho_A'$, so a straight-line intercept here lies below the residual resistivity, which is zero. Using $\omega_p^2/(1+\lambda)$ would give $0.2074/1.4976=0.1385$. On this sphere the quantity recovered is $\lambda_{\rm tr}$; for a clean anisotropic metal it is $\lambda_{\rm eff}\le\lambda_{\rm tr}$ of Lemma 6. Here $\lambda_{\rm tr}$ is $0.40$ of the coupling $\lambda$ because $q_D<2k_F$ excludes large scattering angles: the ratio $q_D^2/4k_F^2$ reaches $1$ at $q_D=2k_F$. The value $0.40$ belongs to this normal-process model and is no estimate for real metals, where umklapp processes supply large angles.

\section*{Computed results}
\begin{verbatim}
input: V = 16.0 A^3, Omega_D = 0.025 eV, M = 60.0 u, D = 6.0 eV
k_F = 1.2277 1/A, q_D = 1.5468 1/A
E_F = 5.7428 eV, N_F = 0.13060 1/eV per spin per cell
hbar v_F = 9.3552 eV A, hbar c = 0.016162 eV A
M c^2 = 3.7493 eV, Debye temperature = 290.1 K
hbar omega_p = 9.2832 eV
lambda = 0.4976, lambda_tr = 0.1975, ratio = 0.3969
<Omega^2> = 4.1667e-04 eV^2, <Omega^4> = 1.9531e-07 eV^4
atomic unit of resistivity = 21.7398 micro-ohm cm
C = 0.24844 K/(eV^2 micro-ohm cm)
T (K), rho_A, rho_Boltzmann (micro-ohm cm), 1 - rho_B/rho_A
      5 2.02530e-06 2.01816e-06 3.524e-03
     10 6.48095e-05 6.38991e-05 1.405e-02
     30 1.45241e-02 1.31422e-02 9.514e-02
     75 3.33229e-01 3.11113e-01 6.637e-02
    150 1.13208e+00 1.11534e+00 1.478e-02
    300 2.62832e+00 2.62372e+00 1.748e-03
    600 5.46312e+00 5.45939e+00 6.834e-04
   1200 1.10329e+01 1.10069e+01 2.359e-03
deficit ratio 5 K / 10 K = 0.251
0.75 pi^2 (kT/E_F)^2 at 1200 K = 2.400e-03
120 zeta(5) = 124.431
kT at 300 K = 0.02585 eV, Omega_D/kT = 0.9670
300 K: Allen hbar/tau = 0.03047 eV (tau = 21.60 fs)
300 K: 2 pi lambda_tr kT = 0.03208 eV
300 K: mean free path = 307.0 A, k_F l = 377
300 K: <W^2>/12T^2 = 0.05195, <W^4>/240T^4 = 0.00182
300 K: series factor rho/T = 0.9499, slope = 1.0465
asymptotic slope = 9.22396e-03 micro-ohm cm/K
300 K Allen slope = 9.65517e-03 micro-ohm cm/K
300 K Boltzmann slope = 9.68614e-03 micro-ohm cm/K
300 K tangent intercept rho - T slope = -0.2821 micro-ohm cm
lambda from slope = 0.2074 (+5.01 %)
lambda from rho/T = 0.1872 (-5.18 %)
mean of the two = 0.1973
lambda from corrected slope = 0.1982 (+0.35 %)
slope with omega_p^2/(1+lambda) would give = 0.1385
one-mode slope factor: 1 at y = 1.9112, kT/Omega = 0.2616
one-mode slope factor at y = 1.2: 1.1875
Einstein input: Omega = 0.025 eV, lambda = 0.5, kT = 0.00625 eV
Einstein hbar/tau: Allen 0.005971 eV, Boltzmann 0.004170 eV
Einstein hbar/tau: Kubo 0.004170 eV, 1 - dReSigma/de = 1.6021
Einstein rho_A/rho = 1.4319
impurity rate 0.005 eV: total 0.009672 eV, Matthiessen 0.009170 eV
impurity plus Allen rate = 0.010971 eV
square lattice mu = -0.5 t, lambda = 0.5, N<vx^2> = 0.39271 t
  constant: lambda_out = 0.5000, lambda_tr = 0.5000, lambda_eff = 0.5000
  separable: lambda_out = 0.3863, lambda_tr = 0.3863, lambda_eff = 0.2327
  forward: lambda_out = 0.4889, lambda_tr = 0.3202, lambda_eff = 0.3195
\end{verbatim}
